# Estimating the permittivity of liquid argon from its atomic polarizability

## Question

Liquid argon near 87 K has number density \(N=2.1\times10^{28}\ \mathrm{m^{-3}}\). The polarizability volume of an argon atom is \(\alpha'=1.64\ \text{Å}^3\), defined by \(\alpha=4\pi\varepsilon_0\alpha'\), where \(\alpha\) is the polarizability in SI units.

Treat the atoms as identical point dipoles, without permanent moments, each with the free-atom polarizability. The applied field is static and weak enough for a linear response. \(\mathbf E\) is the macroscopic field inside the liquid, \(\mathbf P\) the dipole moment per volume, and \(\varepsilon\) the relative permittivity, so that \(\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E\).

**(a)** An imaginary sphere is drawn around one atom. Find the field at its centre due to the polarized medium outside, treated as a continuum, in addition to \(\mathbf E\).

**(b)** What is the mean contribution of the other atoms inside the sphere?

**(c)** Derive \(\varepsilon\) in terms of \(N\) and \(\alpha'\), and evaluate it.

**(d)** How much of the result is due to the local field exceeding the macroscopic field? Find the local field, the dipole per atom and \(P\) for \(E=1\ \mathrm{MV/cm}\).

**(e)** How many digits of the result do the rounded inputs support?

**(f)** At what density does the uniform response diverge, and can the model be trusted there?

**(g)** In a liquid the local field differs from atom to atom. In which direction does this change \(\varepsilon\) for point dipoles, and by how much?

**(h)** Compare the estimate with real liquid argon and size the other neglected effects.

## Model answers

### (a) The medium outside the sphere

Take \(\mathbf P\) along \(z\) and remove the contents of the sphere, of radius \(R\), while keeping the polarization outside fixed. This is a device for dividing up the field. Around a real empty cavity the medium would repolarize.

Uniform polarization has no bound volume charge, because \(-\nabla\cdot\mathbf P=0\). The removal therefore adds only a bound charge on the cut surface. Its density is \(\mathbf P\cdot\mathbf n\), with \(\mathbf n\) pointing out of the dielectric, which here means towards the centre: \(\mathbf n=-\hat{\mathbf r}\). Hence

\[
\sigma=-P\cos\theta .
\]

A charge \(\sigma\,dA\) in direction \(\hat{\mathbf r}\) produces at the centre a field along \(-\hat{\mathbf r}\), with \(z\) component \(-\sigma\cos\theta\,dA/(4\pi\varepsilon_0R^2)\). The two minus signs cancel. With \(dA=2\pi R^2\sin\theta\,d\theta\),

\[
E_{\rm surf}=\frac{P}{2\varepsilon_0}\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.
\]

The transverse components cancel by symmetry about the \(z\) axis. The radius has dropped out, so the size of the sphere does not matter as long as the medium beyond it may be treated as a continuum.

### (b) The atoms inside the sphere

A neighbour at distance \(r\), in direction \(\theta\) from the \(z\) axis and with dipole \(p\) along \(z\), contributes

\[
E_z=\frac{p\,(3\cos^2\theta-1)}{4\pi\varepsilon_0r^3}.
\]

In an isotropic liquid, neighbours at a given distance are equally likely in all directions. The average of \(\cos^2\theta\) over directions is

\[
\frac12\int_0^\pi\cos^2\theta\sin\theta\,d\theta=\frac13 ,
\]

so the mean of \(3\cos^2\theta-1\) is zero. The transverse field is proportional to \(\sin\theta\cos\theta\) times \(\cos\phi\) or \(\sin\phi\), and it vanishes on averaging over the azimuth \(\phi\).

The mean contribution is therefore zero, provided every neighbour is given the same mean dipole. Part (g) removes that restriction. The mean local field is

\[
E_{\rm loc}=E+\frac{P}{3\varepsilon_0}.
\]

### (c) The permittivity

Each atom acquires the dipole \(p=\alpha E_{\rm loc}\), and \(P=Np\). Thus

\[
P=N\alpha\left(E+\frac{P}{3\varepsilon_0}\right).
\]

Define

\[
x=\frac{N\alpha}{3\varepsilon_0}=\frac{4\pi N\alpha'}{3},
\qquad\text{so that}\qquad N\alpha=3\varepsilon_0x .
\]

Collecting the terms in \(P\) gives \(P(1-x)=3\varepsilon_0xE\). Division by \(\varepsilon_0E(1-x)\) yields

\[
\varepsilon-1=\frac{3x}{1-x},
\qquad
\varepsilon=\frac{1-x+3x}{1-x}=\frac{1+2x}{1-x}.
\]

Since \(\varepsilon+2=3/(1-x)\), the same result can be written as the Clausius–Mossotti relation, \((\varepsilon-1)/(\varepsilon+2)=x\).

With \(1\ \text{Å}^3=10^{-30}\ \mathrm{m^3}\),

\[
x=\frac{4\pi}{3}(2.1\times10^{28})(1.64\times10^{-30})=0.14426,
\]

\[
\varepsilon=\frac{1.28852}{0.85574}=1.5057\approx1.51 .
\]

The relation can be compared with a direct solution for coupled dipoles. For 108 point dipoles on a face-centred cubic array, repeated periodically at this density, the solution also gives 1.5057. In that array every atom feels the same local field, as the derivation assumes.

### (d) The effect of the local-field correction

If each atom felt only \(E\), then \(P=N\alpha E\) and \(\varepsilon=1+3x=1.4328\). For \(x<1\) the geometric series gives

\[
\varepsilon=1+3x(1+x+x^2+\cdots).
\]

Each further term is the response to the extra field produced by the preceding one. One round of feedback gives 1.4952 and two give 1.5042. The full feedback adds about 0.073 to the permittivity. This measures only the term \(P/(3\varepsilon_0)\), not the whole action of the dipoles on one another, because \(E\) already contains their mean field, which depends on the shape of the sample. In a spherical sample in an applied field \(E_0\), \(E=E_0-P/(3\varepsilon_0)\), so the two terms cancel and each atom feels \(E_0\) on average. In a dilute gas, where \(x\ll1\), this addition is approximately \(3x^2\), and \(\varepsilon-1\) is proportional to density at leading order.

The local field follows from \(P/\varepsilon_0=(\varepsilon-1)E\):

\[
\frac{E_{\rm loc}}{E}=1+\frac{\varepsilon-1}{3}=\frac{\varepsilon+2}{3}=1.1686 .
\]

For \(E=1\ \mathrm{MV/cm}=10^8\ \mathrm{V/m}\), the local field is \(1.169\ \mathrm{MV/cm}\). With \(\alpha=4\pi\varepsilon_0\alpha'=1.8247\times10^{-40}\ \mathrm{C\,m^2/V}\),

\[
p=\alpha E_{\rm loc}=2.132\times10^{-32}\ \mathrm{C\,m},
\qquad
P=Np=0.0448\ \mathrm{\mu C/cm^2}.
\]

### (e) The precision of the inputs

By the quotient rule,

\[
\frac{d\varepsilon}{dx}=\frac{2(1-x)+(1+2x)}{(1-x)^2}=\frac{3}{(1-x)^2}.
\]

At fixed \(\alpha'\), \(x\) is proportional to \(N\), so \(dx/d\ln N=x\) and

\[
\frac{d\varepsilon}{d\ln N}=\frac{3x}{(1-x)^2}
=\frac{(\varepsilon-1)(\varepsilon+2)}{3}=0.591 .
\]

A density error of 1 % thus shifts \(\varepsilon\) by about 0.006. The stated inputs could have been rounded from densities between \(2.05\) and \(2.15\times10^{28}\ \mathrm{m^{-3}}\), and from polarizability volumes between 1.635 and 1.645 Å\(^3\). These limits give \(\varepsilon\) from 1.490 to 1.522. The value 1.51 is the correct result for the stated numbers, but its last digit is uncertain by one or two units. Most of this uncertainty comes from the density, which is given to two figures.

### (f) The polarization catastrophe

As \(x\) approaches 1 from below, the feedback series converges ever more slowly and \(\varepsilon\) grows without bound. At fixed \(\alpha'\) the limit \(x=1\) is reached at

\[
N_c=\frac{3}{4\pi\alpha'}=1.456\times10^{29}\ \mathrm{m^{-3}},
\qquad \frac{N_c}{N}=\frac1x=6.93 .
\]

At \(N_c\) a polarization, once present, produces a local field just sufficient to maintain itself without any macroscopic field. At \(0.9N_c\) the formula gives \(\varepsilon=2.8/0.1=28\), and the coupled dipoles on the cubic array give 28.00.

This is a property of the point-dipole model, not a prediction for argon. At \(N_c\) the volume per atom is \(1/N_c=4\pi\alpha'/3\), that of a sphere whose radius cubed is 1.64 Å\(^3\). Atoms with a rough diameter of 3.4 Å have a radius of 1.7 Å, whose cube is 4.9 Å\(^3\). Their spheres would need about three times the available volume. The electron clouds would overlap strongly, and neither the point-dipole field nor the free-atom polarizability could be relied upon. The condition \(x=1\) also concerns only uniform polarization. In a disordered arrangement a non-uniform pattern of dipoles can become unstable first: in the model liquid of part (g) the largest \(\alpha t_k\), 0.189, already exceeds \(x=0.144\).

### (g) Fluctuations of the local field

Place \(n\) atoms at fixed positions in a periodic cubic box of volume \(V\), with \(N=n/V\). Their dipoles satisfy

\[
\mathbf p_i=\alpha\Big(\mathbf E+\sum_jT_{ij}\mathbf p_j\Big),
\]

where \(T_{ij}\) includes all periodic images and has zero mean field over the box, so that \(\mathbf E\) remains the macroscopic field. Let \(t_k\) be the eigenvalues of the symmetric matrix \(T\). For \(\mathbf E\) along \(z\), expansion in its eigenvectors gives

\[
\frac{\bar p_z}{\alpha E}=\sum_k\frac{w_k}{1-\alpha t_k},
\qquad w_k\ge0,\quad \sum_kw_k=1,
\]

where \(w_k\) is the squared overlap of eigenvector \(k\) with the normalized uniform pattern along \(z\). If all \(\alpha t_k<1\), the function \(1/(1-\alpha t)\) is convex over the range of the eigenvalues. Its average is then at least its value at the average argument:

\[
\frac{\bar p_z}{\alpha E}\ge\frac{1}{1-\alpha L_z},
\qquad L_z=\sum_kw_kt_k .
\]

The same holds for \(x\) and \(y\). A second use of convexity shows that the response averaged over the three axes is at least \(1/(1-\alpha\bar L)\), with \(\bar L=(L_x+L_y+L_z)/3\).

To find \(\bar L\), let \(G\) be the periodic potential of a unit charge with a uniform neutralizing background. The dipole tensor consists of the second derivatives of \(G\), so its trace is \(\nabla^2G\). Away from the charge, Poisson's equation with background density \(-1/V\) gives \(\nabla^2G=1/(\varepsilon_0V)\). The term \(i=j\), from which the atom's own Coulomb potential is removed, has the same trace. Summing over the \(n^2\) pairs,

\[
\bar L=\frac{1}{3n}\cdot\frac{n^2}{\varepsilon_0V}=\frac{N}{3\varepsilon_0},
\qquad \alpha\bar L=x .
\]

The lower bound is thus the response \(1/(1-x)\) of part (c). For stable point dipoles, fluctuations cannot lower the axis-averaged permittivity.

The size of the rise was computed for a model liquid of 108 atoms at the given density and 87 K, with Lennard-Jones forces (rough diameter 3.4 Å, rough well depth 120 K). Over ten configurations the largest \(\alpha t_k\) was 0.189, so the stability condition held. The root-mean-square deviation of the local field was 4.4 % of its mean, and the mean permittivity was 1.5069. The rise of 0.0012 is well below the uncertainty found in (e).

### (h) The real liquid

The given density is typical of liquid argon near its normal boiling point, and the measured permittivity is roughly 1.5, in agreement with the estimate at that precision. The density of the liquid also changes with temperature. With a rough expansion coefficient of 0.45 % per kelvin, warming by 1 K changes \(\varepsilon\) by \(-0.591\times0.0045=-0.0027\), more than the fluctuation correction.

Liquid argon withstands a field of 1 MV/cm only across gaps well below a millimetre; over centimetre gaps it breaks down at roughly a tenth of this field or less. As long as the liquid does not break down, the response stays nearly linear even at this field. The induced dipole, divided by \(e\) times the atomic length \(\alpha'^{1/3}\) and squared, sets a scale of \(1.3\times10^{-6}\) for the relative nonlinear correction. The electric energy density \(\tfrac12\varepsilon_0\varepsilon E^2\), divided by a rough bulk modulus of 0.5 GPa, sets a scale of \(1.3\times10^{-4}\) for the relative compression. By the slope in (e), this would change \(\varepsilon\) by less than \(10^{-4}\). Both are orders of magnitude, not calculated corrections.

The change in an atom's polarizability caused by overlap with its neighbours has not been calculated. Overlap at liquid spacings tends to lower the polarizability, so it acts against the rise in (g) and may be larger. The computed rise in (g) therefore does not make 1.507 a better prediction for real argon than 1.51. The remaining values are listed in the numerical output.

## Computed results

```
polarizability volume               1.64 angstrom^3
number density                      2.10e+28 m^-3
polarizability alpha                1.8247e-40 C m^2/V
N alpha/eps0 = 3x                   0.43279
x = N alpha/(3 eps0)                0.14426
1 + 2x                              1.28852
1 - x                               0.85574
relative permittivity eps           1.5057
eps without feedback, 1 + 3x        1.4328
eps after one round of feedback     1.4952
eps after two rounds of feedback    1.5042
local field / macroscopic field     1.1686
cavity field at centre              0.333333 P/eps0
cavity field at 0.4 radius          0.333333 P/eps0
near sum + Lorentz, largest error   2.2e-05 (cell units)
near sum at cubic site              1.3e-12 (cell units)
eps, coupled dipoles, cubic array   1.5057
macroscopic field                   1.00 MV/cm
local field                         1.169 MV/cm
induced dipole per atom             2.132e-32 C m
polarization P                      0.0448 uC/cm2
d eps / d ln N                      0.5910
eps at lower rounding limits        1.4900
eps at upper rounding limits        1.5217
catastrophe density N_c             1.456e+29 m^-3
N_c / N                             6.93
eps at 0.9 N_c, formula             28.00
eps at 0.9 N_c, coupled dipoles     28.00
model liquid: atoms in box          108
model liquid: box edge              17.26 angstrom
model liquid: diameter (rough)      3.4 angstrom
model liquid: well depth (rough)    120 K
model liquid: temperature           87 K
model liquid: configurations        10
model liquid: crystal order (0-1)   0.016
model liquid: mean eps              1.5069
model liquid: scatter of eps        0.0001
model liquid: eps minus estimate    0.0012
model liquid: local-field spread    4.4 %
model liquid: top eigenvalue of aT  0.189
thermal expansion (rough)           0.45 %/K
eps change per kelvin of warming    -0.0027
nonlinear polarization, scale       1.3e-06 (relative)
bulk modulus (rough)                0.5 GPa
compression by field, scale         1.3e-04 (relative)
```
